# What a low EXAFS coordination number in a liquid can mean: test program

```python
"""
EXAFS coordination numbers of a disordered shell.

Result under test: for a gamma-shaped neighbour distribution n(r), a Gaussian
or low-order cumulant fit restricted to k >= kmin gives too small a
coordination number N, because N is the k = 0 value of
    A(k) = integral n(r) exp(2 i k r) dr
and ln|A| is convex in x = k^2.  For this shell
    |A| = N (1 + 4 theta^2 k^2)^(-p/2).
Symbols: r0 onset, theta scale, p shape, R mean distance, C2, C3, C4 cumulants,
lam photoelectron mean free path.  Lengths in angstrom, k in 1/angstrom.
Backscattering amplitude and phase are taken as known and divided out.
"""
import math
import numpy as np
from scipy.optimize import least_squares, brentq

N, R, theta, p = 10.0, 2.80, 0.08, 4
r0 = R - p * theta
lam = 6.0
kmin, kmax = 3.0, 10.0


def nodes(a, b, m=400):
    x, w = np.polynomial.legendre.leggauss(m)
    return 0.5 * (b - a) * x + 0.5 * (a + b), 0.5 * (b - a) * w


def transform(k, r, weighted_n):
    return np.exp(2j * np.outer(np.atleast_1d(k), r)) @ weighted_n


def gamma_density(r):
    s = (r - r0) / theta
    return N * s**(p - 1) * np.exp(-s) / (theta * math.gamma(p))


def gaussian_shell(number, centre, sigma):
    r, w = nodes(centre - 8 * sigma, centre + 8 * sigma)
    g = np.exp(-0.5 * ((r - centre) / sigma)**2)
    return r, w * number * g / (sigma * math.sqrt(2 * math.pi))


r_liq, w_liq = nodes(r0, r0 + 40 * theta)
n_liq = w_liq * gamma_density(r_liq)


def log_amp(x, r=r_liq, wn=n_liq):
    return np.log(np.abs(transform(np.sqrt(x), r, wn)))


def cumulants(r, wn):
    area = wn.sum()
    mean = (wn @ r) / area
    m2, m3, m4 = [(wn @ (r - mean)**j) / area for j in (2, 3, 4)]
    return area, mean, m2, m3, m4 - 3 * m2**2


# --- cumulants and amplitude of the model shell, from quadrature
area, mean, C2, C3, C4 = cumulants(r_liq, n_liq)
assert np.allclose([area, mean, C2, C3, C4],
                   [N, R, p * theta**2, 2 * p * theta**3, 6 * p * theta**4],
                   rtol=1e-7)
k = np.arange(kmin, kmax + 1e-9, 0.05)
A_liq = transform(k, r_liq, n_liq)
assert np.allclose(np.abs(A_liq), N * (1 + 4 * theta**2 * k**2)**(-p / 2),
                   rtol=1e-8)

# --- initial curvature of ln|A| in k^2 is (4/3) C4, for both signs of C4
box_width = 0.25
r_box, w_box = nodes(R - box_width / 2, R + box_width / 2)
n_box = w_box * N / box_width
C4_box = cumulants(r_box, n_box)[4]
h = 0.05
for r_, n_, c4_ in ((r_liq, n_liq, C4), (r_box, n_box, C4_box)):
    y = log_amp(np.array([0.0, h, 2 * h]), r_, n_)
    curvature = (y[0] - 2 * y[1] + y[2]) / h**2
    # finite step leaves a relative error below one per cent
    assert abs(curvature / (4 * c4_ / 3) - 1) < 0.01
assert C4 > 0 > C4_box

# --- tangent (local Gaussian fit) at one k
k_tan = 6.0
x_tan, dx = k_tan**2, 0.01
y = log_amp(np.array([x_tan - dx, x_tan, x_tan + dx]))
slope = (y[2] - y[0]) / (2 * dx)
N_tan, s2_tan = math.exp(y[1] - slope * x_tan), -slope / 2
u = 4 * theta**2 * x_tan
N_tan_formula = N * (1 + u)**(-p / 2) * math.exp(p * u / (2 * (1 + u)))
assert abs(N_tan - N_tan_formula) < 1e-4
assert abs(s2_tan - C2 / (1 + u)) < 1e-6


# --- log-amplitude fits over a window
def poly_fit(k_, order, r=r_liq, wn=n_liq):
    return np.polynomial.Polynomial.fit(k_**2, log_amp(k_**2, r, wn), order)


order_N = []
for order in (1, 2, 3):
    fit = poly_fit(k, order)
    residual = log_amp(k**2) - fit(k**2)
    changes = np.count_nonzero(np.diff(np.sign(residual)))
    assert changes == order + 1
    order_N.append(math.exp(fit(0.0)))
assert order_N[0] < order_N[1] < order_N[2] < N

line = poly_fit(k, 1)
res = log_amp(k**2) - line(k**2)
where = np.flatnonzero(np.diff(np.sign(res)))
x1, x2 = [brentq(lambda x: log_amp(np.array([x]))[0] - line(x),
                 k[i]**2, k[i + 1]**2) for i in where]
gap = math.log(N) - line(0.0)
a = 4 * theta**2
second_derivative = 2 * gap / (x1 * x2)
xi = (math.sqrt(p * a**2 / 2 / second_derivative) - 1) / a
assert 0 < xi < x2

start_N = {}
for start in (0.0, 2.0, 3.0, 4.0):
    k_ = np.arange(start, kmax + 1e-9, 0.05)
    start_N[start] = math.exp(poly_fit(k_, 1)(0.0))
vals = list(start_N.values())
assert N > vals[0] > vals[1] > vals[2] > vals[3]
N_box = math.exp(poly_fit(k, 1, r_box, n_box)(0.0))
assert N_box > N

# --- noise cost of higher orders: relative amplitude noise, coarse grid
rng = np.random.default_rng(7)
noise = 0.05
k_coarse = np.arange(kmin, kmax + 1e-9, 0.5)
trials = log_amp(k_coarse**2)[:, None] + noise * rng.standard_normal(
    (k_coarse.size, 4000))
spread = []
for order in (1, 2, 3):
    c = np.polynomial.polynomial.polyfit(k_coarse**2 / kmax**2, trials, order)
    spread.append(np.std(c[0]))
assert spread[0] < spread[1] < spread[2]


# --- curve fits of the oscillating signal, weighted as k^3 chi
def model(q, k_, use_c3, path):
    n_, R_, s2, c3 = q[0], q[1], q[2] / 100, (q[3] / 1000 if use_c3 else 0.0)
    factor = math.exp(-2 * R_ / path) / R_**2 if path else 1.0
    phase = 2 * k_ * R_ - 4 * c3 * k_**3 / 3
    return n_ * factor * np.exp(-2 * s2 * k_**2 + 1j * phase)


def curve_fit_shell(A, use_c3=True, path=None):
    scale = np.sqrt(np.sum((k**2 * A.imag)**2))

    def cost(q):
        return k**2 * (model(q, k, use_c3, path) - A).imag / scale

    q0 = [8.0, 2.76, 1.5, 1.0] if use_c3 else [8.0, 2.74, 1.5]
    out = least_squares(cost, q0, xtol=1e-13, ftol=1e-13, gtol=1e-13)
    assert out.success
    return out.x, float(np.sum(out.fun**2))


q_c3, rf_c3 = curve_fit_shell(A_liq)
q_g, rf_g = curve_fit_shell(A_liq, use_c3=False)
assert q_c3[0] < 0.9 * N and rf_c3 < 0.03 and rf_c3 < rf_g
assert q_g[1] < R

weight = np.exp(-2 * r_liq / lam) / r_liq**2
q_w, rf_w = curve_fit_shell(transform(k, r_liq, n_liq * weight), path=lam)
assert q_w[0] < 0.9 * N

q_sym, _ = curve_fit_shell(transform(k, *gaussian_shell(N, R, math.sqrt(C2))))
assert abs(q_sym[0] - N) < 1e-3 and abs(q_sym[1] - R) < 1e-4

# --- the atoms missing from the cumulant fit
k_show = np.array([0.0, 1.0, 2.0, 3.0, 6.0])
missing_show = np.abs(transform(k_show, r_liq, n_liq)
                      - model(q_c3, k_show, True, None))
missing = N - q_c3[0]
missing_window = np.abs(A_liq - model(q_c3, k, True, None))
rms_window = math.sqrt(np.mean(missing_window**2))
assert rms_window < 0.25 * missing

r_peak = r0 + (p - 1) * theta
kk, wk = nodes(0.0, 35.0, 800)
fit_k = model(q_c3, kk, True, None) * wk


def fitted_atoms(lo, hi):
    r, w = nodes(lo, hi, 600)
    density = 2 / math.pi * (np.exp(-2j * np.outer(r, kk)) @ fit_k).real
    return float(w @ density)


def true_atoms(lo, hi):
    r, w = nodes(lo, hi, 600)
    return float(w @ gamma_density(r))


fit_in, fit_out = fitted_atoms(0.0, r_peak), fitted_atoms(r_peak, 5.5)
assert abs(fit_in + fit_out - q_c3[0]) < 0.01
miss_in = true_atoms(r0, r_peak) - fit_in
miss_out = true_atoms(r_peak, 5.5) - fit_out
assert miss_out > miss_in

# --- outer side cut sharply at the peak: it does not die out at high k
r_o, w_o = nodes(r_peak, r_peak + 40 * theta)
n_o = w_o * gamma_density(r_o)
outer_amp = abs(transform(kmax, r_o, n_o)[0])
total_amp = abs(A_liq[-1])
edge = gamma_density(r_peak) / (2 * kmax)
assert outer_amp > total_amp
assert abs(outer_amp / edge - 1) < 0.25  # leading term of an expansion in 1/k

# --- two liquids with different N and nearly the same fit
narrow = gaussian_shell(6.0, 2.80, 0.10)
broad = gaussian_shell(4.0, 3.40, 0.35)
q_6, _ = curve_fit_shell(transform(k, *narrow))
q_10, rf_10 = curve_fit_shell(transform(k, *narrow) + transform(k, *broad))
assert abs(q_10[0] - q_6[0]) < 0.5
broad_amp = np.abs(transform(np.array([0.0, 3.0, 6.0]), *broad))
assert broad_amp[2] < 0.01 * broad_amp[0]

# --- output
print(f"Model: N = {N:.1f} atoms, R = {R:.2f} A, r0 = {r0:.2f} A")
print(f"theta = {theta:.2f} A, p = {p}, peak of n(r) at {r_peak:.2f} A")
print(f"C2 = {C2:.4f} A^2, C3 = {C3:.6f} A^3, C4 = {C4:.6f} A^4")
print(f"Window: {kmin:.1f} to {kmax:.1f} 1/A, grid step 0.05 1/A")
print(f"Cumulant series converges below k = {1 / (2 * theta):.2f} 1/A")
print(f"Tangent at k = {k_tan:.1f} 1/A: u = {u:.4f}, N = {N_tan:.3f} atoms, "
      f"s2 = {s2_tan:.5f} A^2")
print(f"Log-line fit: N = {order_N[0]:.3f} atoms, "
      f"s2 = {-line.deriv()(0.0) / 2:.5f} A^2")
print(f"Line crosses at k = {math.sqrt(x1):.3f} and {math.sqrt(x2):.3f} 1/A; "
      f"ln(N/Nfit) = {gap:.4f}, xi = {xi:.2f} 1/A^2")
for start, value in start_N.items():
    print(f"Log-line fit from kmin = {start:.1f} 1/A: N = {value:.3f} atoms")
for order, value, sd in zip((1, 2, 3), order_N, spread):
    print(f"Log fit, order {order} in k^2: N = {value:.3f} atoms; "
          f"noise spread of ln N = {sd:.3f}")
print(f"Noise: {100 * noise:.0f} % of amplitude, {k_coarse.size} points")
for name, q, rf in (("Gaussian", q_g, rf_g), ("with C3", q_c3, rf_c3),
                    ("with C3, 1/r^2 and lam", q_w, rf_w)):
    c3_text = f", C3 = {q[3] / 1000:.6f} A^3" if len(q) == 4 else ""
    print(f"Curve fit {name}: N = {q[0]:.3f} atoms, R = {q[1]:.4f} A, "
          f"s2 = {q[2] / 100:.5f} A^2{c3_text}, misfit = {rf:.5f}")
print(f"Mean free path lam = {lam:.1f} A")
print(f"Symmetric control, same C2: N = {q_sym[0]:.3f} atoms")
print(f"Box control, width {box_width:.2f} A: C4 = {C4_box:.3e} A^4, "
      f"log-line N = {N_box:.3f} atoms")
print(f"Missing from C3 fit: {missing:.3f} atoms; "
      f"inside peak {miss_in:.3f}, outside peak {miss_out:.3f}")
for kv, value in zip(k_show, missing_show):
    print(f"Missing-part transform at k = {kv:.1f} 1/A: {value:.3f} atoms")
print(f"Its rms in the window: {rms_window:.3f} atoms")
print(f"Sharp outer side at k = {kmax:.1f} 1/A: {outer_amp:.3f} atoms; "
      f"edge term {edge:.3f}; whole shell {total_amp:.3f}")
print("Two liquids: narrow 6 atoms at 2.80 A, sigma 0.10 A;")
print("  optional broad 4 atoms at 3.40 A, sigma 0.35 A")
print(f"Fitted N without broad part: {q_6[0]:.3f} atoms")
print(f"Fitted N with broad part: {q_10[0]:.3f} atoms, misfit = {rf_10:.5f}")
print("Broad-part transform at k = 0, 3, 6 1/A: "
      + ", ".join(f"{v:.5f}" for v in broad_amp) + " atoms")
print("OK")
```

Running it gives:

```
Model: N = 10.0 atoms, R = 2.80 A, r0 = 2.48 A
theta = 0.08 A, p = 4, peak of n(r) at 2.72 A
C2 = 0.0256 A^2, C3 = 0.004096 A^3, C4 = 0.000983 A^4
Window: 3.0 to 10.0 1/A, grid step 0.05 1/A
Cumulant series converges below k = 6.25 1/A
Tangent at k = 6.0 1/A: u = 0.9216, N = 7.067 atoms, s2 = 0.01332 A^2
Log-line fit: N = 6.832 atoms, s2 = 0.01170 A^2
Line crosses at k = 4.719 and 8.723 1/A; ln(N/Nfit) = 0.3810, xi = 27.63 1/A^2
Log-line fit from kmin = 0.0 1/A: N = 8.333 atoms
Log-line fit from kmin = 2.0 1/A: N = 7.413 atoms
Log-line fit from kmin = 3.0 1/A: N = 6.832 atoms
Log-line fit from kmin = 4.0 1/A: N = 6.228 atoms
Log fit, order 1 in k^2: N = 6.832 atoms; noise spread of ln N = 0.025
Log fit, order 2 in k^2: N = 8.806 atoms; noise spread of ln N = 0.042
Log fit, order 3 in k^2: N = 9.540 atoms; noise spread of ln N = 0.072
Noise: 5 % of amplitude, 15 points
Curve fit Gaussian: N = 6.458 atoms, R = 2.7142 A, s2 = 0.01188 A^2, misfit = 0.09687
Curve fit with C3: N = 6.649 atoms, R = 2.7702 A, s2 = 0.01170 A^2, C3 = 0.001420 A^3, misfit = 0.00792
Curve fit with C3, 1/r^2 and lam: N = 6.801 atoms, R = 2.7516 A, s2 = 0.01064 A^2, C3 = 0.001235 A^3, misfit = 0.00551
Mean free path lam = 6.0 A
Symmetric control, same C2: N = 10.000 atoms
Box control, width 0.25 A: C4 = -3.255e-05 A^4, log-line N = 10.799 atoms
Missing from C3 fit: 3.351 atoms; inside peak 0.971, outside peak 2.379
Missing-part transform at k = 0.0 1/A: 3.351 atoms
Missing-part transform at k = 1.0 1/A: 3.044 atoms
Missing-part transform at k = 2.0 1/A: 2.271 atoms
Missing-part transform at k = 3.0 1/A: 1.357 atoms
Missing-part transform at k = 6.0 1/A: 0.159 atoms
Its rms in the window: 0.415 atoms
Sharp outer side at k = 10.0 1/A: 1.569 atoms; edge term 1.400; whole shell 0.789
Two liquids: narrow 6 atoms at 2.80 A, sigma 0.10 A;
  optional broad 4 atoms at 3.40 A, sigma 0.35 A
Fitted N without broad part: 6.000 atoms
Fitted N with broad part: 5.972 atoms, misfit = 0.00012
Broad-part transform at k = 0, 3, 6 1/A: 4.00000, 0.44100, 0.00059 atoms
OK
```
